# Pair couplings of a spin cluster from single spin-flip states, part 2

The problem is to obtain the couplings of
\[H=E_0-2\sum_{A<B}J_{AB}\,\mathbf S_A\cdot\mathbf S_B\]
for \(M\) sites with spins \(S_A\) from electronic states with one spin flipped. Here \(\hbar=1\) and \(J<0\) is antiferromagnetic. The high-spin state \(|HS\rangle\) has energy \(E_{HS}\), and \(|A\rangle\) is the normalized state with site \(A\) lowered by one unit. The operator \(d_{AB}=\mathbf S_A\cdot\mathbf S_B-S_AS_B\) annihilates \(|HS\rangle\) and every \(|C\rangle\) with \(C\ne A,B\), and
\[d_{AB}|A\rangle=-S_B|A\rangle+\sqrt{S_AS_B}\,|B\rangle .\]

In the electronic problem, \(|HS\rangle\) is a determinant with \(2S_A\) singly occupied, localized orbitals on site \(A\). The spin-flip determinants \(|ia\rangle=a^\dagger_{a\beta}a_{i\alpha}|HS\rangle\) are neutral for \(a=i\) and ionic otherwise, with
\[A_{ia,jb}=\langle ia|H|jb\rangle-E_{HS}\delta_{ij}\delta_{ab}=\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab),\]
where \(F^\sigma\) are the spin-resolved Fock matrices of the reference. The model states are
\[|A\rangle=\frac1{\sqrt{2S_A}}\sum_{i\in A}|ii\rangle .\]
The \(M\) eigenstates \(\Psi_k\) of largest weight in the model space, with energies \(E_k\) and \(C_{Ak}=\langle A|\Psi_k\rangle\), give the des Cloizeaux Hamiltonian
\[\tilde C=C(C^TC)^{-1/2},\qquad H^{\rm eff}=\tilde C\,E\,\tilde C^T,\qquad E=\mathrm{diag}(E_k),\]
and the couplings \(J_{AB}=-H^{\rm eff}_{AB}/(2\sqrt{S_AS_B})\). The Bloch form \(CEC^{-1}\) has the same eigenvalues but need not be symmetric.

If \(H\) commutes with the total \(S^-\), the vector \(v_A=\sqrt{S_A/S_{\max}}\), with \(S_{\max}=\sum_AS_A\), has energy \(E_{HS}\). This is the sum rule
\[\sum_BH_{AB}\sqrt{S_B}=E_{HS}\sqrt{S_A}.\]

The four-site cluster has spins \(\tfrac12,1,\tfrac32,1\) and \(J_{12},J_{13},J_{14},J_{23},J_{24},J_{34}=-10,-4,2,-25,-6,5\ \mathrm{cm^{-1}}\). Rotating the eigenvectors of its two lowest one-magnon levels into each other by 30° gives the isospectral couplings listed in the table.

That these couplings reduce to the kinetic exchange of a Hubbard-type model in the strongly localized limit follows from second-order perturbation theory in a hopping \(-t_{ij}\sum_\sigma(a^\dagger_{i\sigma}a_{j\sigma}+\text{h.c.})\) between orbital \(i\) on \(A\) and \(j\) on \(B\). A hop from \(B\) to \(A\) leaves both sites with spin lowered by ½: adding or removing an electron changes a spin by \(\pm\tfrac12\), and each site now has one unpaired electron fewer, which excludes the upper value. If the orbitals of a site are equivalent in their one-electron energies and their interactions, and no term of the site Hamiltonian moves a single electron between them, the cost \(\Delta_{B\to A}\) is a single number. The only return to single occupancy of all orbitals is the reverse hop on the same bond. On two singly occupied orbitals the hop annihilates the triplet, since a doubly occupied orbital is a singlet, and takes the singlet to the doubly occupied state with amplitude \(\sqrt2\,t_{ij}\) in magnitude. With the singlet projector \(\tfrac14-\mathbf s_i\cdot\mathbf s_j\),
\[H^{(2)}=\sum_{i\in A,\,j\in B}2t_{ij}^2\Big(\frac1{\Delta_{A\to B}}+\frac1{\Delta_{B\to A}}\Big)\big(\mathbf s_i\cdot\mathbf s_j-\tfrac14\big).\]
The Hund multiplet is symmetric under permutation of its \(2S_A\) spins, so within it all \(\mathbf s_i\) have equal matrix elements and \(\mathbf s_i\to\mathbf S_A/2S_A\). Comparison with \(-2J_{AB}\mathbf S_A\cdot\mathbf S_B\) gives
\[J^{(2)}_{AB}=-\frac{1}{4S_AS_B}\Big(\frac1{\Delta_{A\to B}}+\frac1{\Delta_{B\to A}}\Big)\sum_{i\in A,\,j\in B}t_{ij}^2 .\]
The test case is a Hubbard–Kanamori trimer with spins \(1,\tfrac12,1\), repulsion \(U=8\) eV in one orbital, \(U'=6\) eV between the two orbitals of a site, Hund exchange \(K_H=1\) eV, and orbital energies \(\epsilon=-5.5,0,-5.5\) eV. A two-orbital site has energies \(\epsilon\), \(2\epsilon+U'-K_H\) and \(3\epsilon+U+2U'-K_H\) for one, two (triplet) and three electrons, so addition costs \(\epsilon+U+U'=8.5\) eV and removal \(-\epsilon-U'+K_H=0.5\) eV; the one-orbital site has 8 and 0 eV. Thus \(\Delta_{12}=\Delta_{23}=8.5\) eV and \(\Delta_{13}=9\) eV in both directions. With hoppings 0.5 and 0.2 eV between sites 1 and 2, \(J^{(2)}_{12}=-(0.25+0.04)(2/8.5)/2=-34.118\) meV; with 0.3 and 0.6 eV, \(J^{(2)}_{13}=-(0.09+0.36)(2/9)/4=-25.000\) meV; with 0.4 and 0.1 eV, \(J^{(2)}_{23}=-20.000\) meV. The spin-flip states, with weights 0.982, 0.987 and 1, give \(-34.148\), \(-24.830\) and \(-20.218\) meV, within about 1% of the second-order values, and the diagonal of \(H^{\rm eff}\) was tested against the sum rule. The Bloch form gives \(J_{12}=-34.152\) and \(J_{21}=-34.144\) meV. The order of the remainder follows from the map \(a_{i\alpha}\to a^\dagger_{i\beta}\), \(a_{i\beta}\to-a^\dagger_{i\alpha}\). It leaves \(s^+=a^\dagger_\alpha a_\beta\) unchanged, reverses the sign of each hopping, sends the pair-hopping term into its conjugate, and sends \(n_i\to2-n_i\). The density terms \(Un_{i\alpha}n_{i\beta}+(U'-K_H/2)n_1n_2+\epsilon n\) then keep their form with \(\epsilon\to-\epsilon-U-2(U'-K_H/2)\), which equals \(\epsilon-U\) for \(\epsilon=-(U'-K_H/2)\), and the one-orbital site goes to \(-U\) likewise. A uniform shift is a constant at fixed electron number, so for these orbital energies \(J\) is even in \(t\) and the relative correction to \(J^{(2)}\) is of order \(t^2\). The evenness rests on this choice of \(\epsilon\): the hoppings close three-site loops, and with the middle orbital raised to 2 eV a reversal of all hopping signs changes \(J_{12}\) from \(-36.6\) to \(-35.6\) meV. Scaling all hoppings by 0.2 and 0.1 gives errors of \(2.57\times10^{-4}\) and \(6.45\times10^{-5}\) relative to the norm of \(J^{(2)}\), a ratio of 3.99 against the expected 4.

What the mapping does with terms that are not bilinear follows from the action of \(d_{AB}\), which keeps the one-magnon sector closed, so that products can be evaluated inside it. On \(|A\rangle,|B\rangle\) it is the matrix with diagonal \(-S_B,-S_A\) and off-diagonal \(\sqrt{S_AS_B}\); its determinant vanishes and its trace is \(-(S_A+S_B)\), so the Cayley–Hamilton theorem gives \(d_{AB}^2=-(S_A+S_B)d_{AB}\). A biquadratic term becomes \(-K(\mathbf S_A\cdot\mathbf S_B)^2=\text{const}-K(2S_AS_B-S_A-S_B)d_{AB}\), and a four-spin term on distinct sites expands as
\[(\mathbf S_A\cdot\mathbf S_B)(\mathbf S_C\cdot\mathbf S_D)=\text{const}+S_CS_D\,d_{AB}+S_AS_B\,d_{CD}+d_{AB}d_{CD}.\]
The last product vanishes with one flip, because \(d_{CD}\) yields only \(|C\rangle\) and \(|D\rangle\), which \(d_{AB}\) annihilates. Matching to \(-2J\,d\), the extracted couplings are
\[J_{AB}+\tfrac K2\,(2S_AS_B-S_A-S_B)\qquad\text{and}\qquad J_{AB}-\tfrac Q2\,S_CS_D\]
for \(-K(\mathbf S_A\cdot\mathbf S_B)^2\) and \(+Q(\mathbf S_A\cdot\mathbf S_B)(\mathbf S_C\cdot\mathbf S_D)\). In the four-site cluster \(K_{34}=2\ \mathrm{cm^{-1}}\) moves \(J_{34}\) to \(5+(3-2.5)=5.5\), and \(Q_{12,34}=3\ \mathrm{cm^{-1}}\) moves \(J_{12}\) to \(-10-2.25=-12.25\) and \(J_{34}\) to \(5-0.75=4.25\ \mathrm{cm^{-1}}\), as the explicit matrices confirm. A further test with cubic and three- and four-site invariant terms found the block, diagonal included, reproduced by the extracted couplings while the two-flip levels were not.

A four-site Hubbard ring with \(U=10\) eV and \(t_{12},t_{23},t_{34},t_{41}=1.0,0.8,1.1,0.9\) eV measures the lost piece. Its six neutral \(M_S=0\) states contain one quintet, three triplets and two singlets, so a real invariant operator has \(1+6+3=10\) parameters. The constant, the six pair operators and the three products \((\mathbf s_A\cdot\mathbf s_B)(\mathbf s_C\cdot\mathbf s_D)\) are ten independent operators: each contains a Pauli string the others lack, and an invariant operator that vanishes at \(M_S=0\) vanishes everywhere, since each multiplet has a member there. The des Cloizeaux Hamiltonian of that sector thus separates uniquely into bilinear \(J\) and four-spin \(Q\), and each pair belongs to one product, so the single-flip coupling should be \(J-Q/8\). With \(Q_{12,34}=49.91\) meV, \(J_{12}=-191.55-6.24=-197.79\) meV, the value found independently from the \(M_S=1\) states. For the diagonal pair, \(Q_{13,24}=-53.15\) meV turns a bilinear \(J_{13}=-1.59\) meV into \(-1.59+6.64\approx+5.1\) meV: the folded term reverses the sign of a weak coupling. The Heisenberg model with single-flip couplings puts the ground state at \(-1109.2\) meV against \(-1036.7\) meV for the Hubbard ring, too low by 72.5 meV or 7% of the latter. For spin ½, \(d_{AB}=-P_{AB}\), the singlet projector, so the omitted operator is \(\sum QP_{AB}P_{CD}\). In the ground state of the uniform ring, where pairs 13 and 24 are triplets coupled to zero, \((\mathbf s_1+\mathbf s_3)\cdot(\mathbf s_2+\mathbf s_4)=-2\) is shared by four bonds, so \(\langle P_{12}\rangle=\tfrac14+\tfrac12=\tfrac34\) and \(P_{13}=0\); in a total singlet a singlet on 12 forces one on 34, so \(\langle P_{12}P_{34}\rangle=\tfrac34\). The first-order estimate with this state is \(\tfrac34(49.91+50.96)=75.7\) meV, close to 72.5 meV. The actual ground state of the unequal ring has \(\langle P_{12}\rangle=0.873\), \(\langle P_{14}\rangle=0.602\) and \(\langle P_{13}\rangle=0.025\), which give 72.9 meV. Second order is bilinear and odd orders vanish, so the error starts at \(t^4\); halving the hoppings from a scale of 0.25 reduces it by 15.8, against 16.

The sum rule can fail when its premises fail. A single-ion term \(D(S^z_A)^2\) shifts \(|HS\rangle\) by \(DS_A^2\) and \(|A\rangle\) by \(D(S_A-1)^2\), leaving the off-diagonal elements alone and a residual \(-D(2S_A-1)\) on \(H_{AA}\); for \(D=1\ \mathrm{cm^{-1}}\) on the spin-3/2 site it is \(-2\ \mathrm{cm^{-1}}\). A spin-incomplete space can also break it. Spin-flip CIS admits flips from a closed orbital \(j\) to an empty orbital \(b\), and there \(\sum_iA_{jb,ii}=-\sum_i(ji|bi)\), which need not vanish, so \(v\) need not be an eigenvector.

The π system of benzene is a six-site ring of spins ½. At the STO-3G level, with chosen bond lengths \(R_{CC}=1.40\) Å and \(R_{CH}=1.09\) Å, the septet ROHF reference with all six π orbitals singly occupied has energy \(-227.352757\) hartree, and the Löwdin-orthogonalized carbon \(2p_z\) functions are the site orbitals. The spin-flip space has 36 determinants; its spectrum from the formula for \(A\) was tested against configuration interaction in the same orbitals. The six states of largest neutral weight lie at \(-8.2413\), \(-6.2546\) (twice), \(-2.5026\) (twice) and 0 eV, and the first row of \(H^{\rm eff}-E_{HS}\) is \(-4.2926,\ 1.9989,\ 0.0860,\ 0.1229,\ 0.0860,\ 1.9989\) eV. With \(J_{AB}=-H_{AB}\), the ortho, meta and para couplings are
\[J_1=-2.00,\qquad J_2=-0.086,\qquad J_3=-0.123\ \text{eV},\]
or about \(-16100\), \(-690\) and \(-990\ \mathrm{cm^{-1}}\), and the diagonal \(2J_1+2J_2+J_3=-4.293\) eV obeys the sum rule. These values are not converged in the basis: 6-31G at the same geometry gives \(-1.90\), \(-0.066\) and \(-0.151\) eV, shifts of about 5%, 23% and 23%, and lowers the neutral weights quoted below by up to 0.04. The direct exchange \((12|21)=0.080\) eV is small and of opposite sign to \(J_1\). Here symmetry fixes the vectors as \(e^{2\pi ikA/6}\), so \(\varepsilon_k=\sum_{r=1}^5J_r[1-\cos(2\pi kr/6)]\) with \(J_5=J_1\), \(J_4=J_2\), that is
\[\varepsilon_1=J_1+3J_2+2J_3,\qquad\varepsilon_2=3J_1+3J_2,\qquad\varepsilon_3=4J_1+2J_3 .\]
The combination \(\varepsilon_2+\varepsilon_3-\varepsilon_1=6J_1\) gives \(J_1=(-6.2546-8.2413+2.5026)/6=-1.9989\) eV, then \(J_2=\varepsilon_2/3-J_1=-0.0860\) and \(J_3=\varepsilon_3/2-2J_1=-0.123\) eV. The labels \(k\) were assigned by degeneracy and order, and since both routes use the same six energies, their agreement tests this assignment. Exchanging the levels of \(k=1\) and \(k=2\) would give \(-0.748\), \(-0.086\) and \(-2.624\) eV from the same spectrum. The neutral weights are 0.55, 0.65, 0.81 and 1 for \(k=3,2,1,0\). Their order follows the singlet amplitude on a bond, \(|1-e^{2\pi ik/6}|=2\sin(\pi k/6)\), which is what a nearest-neighbour hop couples to ionic determinants. A weight of 0.55 means that the lowest quintet is nearly half ionic in these orbitals. Adding the σ flips of spin-flip CIS, 432 determinants, changes the couplings to \(-1.994\), \(-0.085\) and \(-0.120\) eV and moves the \(k=0\) level to \(-0.106\) eV relative to the reference.

The Heisenberg ring with these couplings can be set against CASCI(6,6) in the same orbitals, a reference that omits σ correlation, orbital relaxation for the low-spin states and basis flexibility, and is no estimate of measured levels. The lowest quintet agrees by construction. The lowest singlet lies at \(-17.60\) eV against \(-17.51\) eV, an error of 0.09 eV or 0.5% of the CASCI depth below the septet, but the lowest triplet lies at \(-14.78\) eV against \(-13.60\) eV, off by 1.17 eV or about 9% of the CASCI depth. The singlet–triplet gap is 2.82 eV against 3.91 eV, 28% too small relative to CASCI. In the 6-31G basis the errors grow to 4% for the singlet (\(-16.81\) against \(-16.17\) eV) and 12% for the triplet, and the gap is 2.71 eV against 3.58 eV. The close STO-3G singlet is unexpected at these weights, and the triplet and the basis dependence show that it does not validate the spin model. That it comes from a cancellation among omitted four- and six-spin terms and ionic contributions, and that \(|J_3|>|J_2|\) reflects folded multi-spin terms as in the Hubbard ring, are conjectures that were not tested here.

## Table of computed values

```
A: spins 0.5 1.0 1.5 1.0 | pair order 12 13 14 23 24 34
A: input J (cm^-1): -10.0 -4.0 2.0 -25.0 -6.0 5.0
A: E_HS - E0 (cm^-1): 86.000
A: H_AA - E_HS (cm^-1): -28.000 -97.000 -44.000 5.000
A: H_AB (cm^-1): 14.142 6.928 -2.828 61.237 12.000 -12.247
A: one-magnon levels - E_HS (cm^-1): -139.789 -33.551 -0.000 9.341
A: J from eigenstates (cm^-1): -10.000 -4.000 2.000 -25.000 -6.000 5.000
A: isospectral J, 30 deg rotation (cm^-1): 13.207 -22.226 -1.628 -23.709 -4.319 5.198
A: ground - E_HS, original / isospectral (cm^-1): -234.621 -285.886
A: K34 = 2.0 cm^-1 -> J34 eff = 5.500 cm^-1
A: Q12,34 = 3.0 cm^-1 -> J12, J34 eff = -12.250 4.250 cm^-1
A: D3 = 1.0 cm^-1 -> diagonal sum-rule residual (cm^-1): 0.000 0.000 -2.000 0.000
B: U, U-2Kh, Kh (eV): 8.0 6.0 1.0; orbital energies per site (eV): -5.5 0.0 -5.5
B: sites {1,2},{3},{4,5}; t (eV): t13=0.5 t23=0.2 t34=0.4 t35=0.1 t14=0.3 t25=0.6
B: Delta 12 13 23 (eV): 8.50 9.00 8.50
B: model-space weights: 0.9823 0.9865 1.0000
B: J12 J13 J23 from 1SF states (meV): -34.148 -24.830 -20.218
B: J12 J13 J23 second order (meV): -34.118 -25.000 -20.000
B: Bloch J12, J21 (meV): -34.152 -34.144
B: rel. error at t x0.2, x0.1: 2.572e-04 6.447e-05, ratio 3.990
C: U = 10.0 eV; t12 t23 t34 t41 (eV): 1.0 0.8 1.1 0.9
C: J from 1SF (meV): -197.79 5.06 -162.12 -130.06 5.12 -236.33
C: bilinear J from M_S=0 (meV): -191.55 -1.59 -155.75 -123.69 -1.53 -230.09
C: Q 12,34 13,24 14,23 (meV): 49.91 -53.15 50.96
C: ground - E_HS, Hubbard / 1SF-Heisenberg (meV): -1036.65 -1109.16
C: error ratio t x0.25 / t x0.125: 15.814
D: benzene STO-3G, R_CC = 1.40 A, R_CH = 1.09 A
D: septet ROHF energy (Ha): -227.352757
D: (11|11) (11|22) (12|21) (eV): 18.8482 9.0774 0.0804
D: chosen 1SF levels - E_HS, k=3,2,2,1,1,0 (eV): -8.2413 -6.2546 -6.2546 -2.5026 -2.5026 0.0000
D: neutral weights: 0.5544 0.6548 0.6548 0.8103 0.8103 1.0000
D: first row of H_eff - E_HS (eV): -4.2926 1.9989 0.0860 0.1229 0.0860 1.9989
D: J1 J2 J3 from projection (eV): -1.9989 -0.0860 -0.1229
D: J1 J2 J3 from energies alone (eV): -1.9989 -0.0860 -0.1229
D: J1 J2 J3 (cm^-1): -16122 -693 -991
D: SF-CIS dimension 432; J1 J2 J3 (eV): -1.9942 -0.0853 -0.1198
D: SF-CIS level of v state - E_HS (eV): -0.1061
D: lowest S=0,1,2 - E_HS, Heisenberg (eV): -17.6004 -14.7762 -8.2413
D: lowest S=0,1,2 - E_HS, CASCI(6,6) (eV): -17.5119 -13.6018 -8.2413
D: singlet-triplet gap Heisenberg / CASCI (eV): 2.8242 3.9101
```
